Exact exchange, potential steps and the polarization of hydrogen chains

**Q.** Local functionals give my hydrogen chains a polarizability that seems too large, and Hartree-Fock gives a smaller one. How large is the effect?

**A.** Take chains of H₂ units with bonds of 2 bohr and gaps of 3 bohr, in the 6-31G basis. "Local" here means local exchange without correlation. Along the chain, H₄ has α = 34.3 a.u. with local exchange and 30.8 with Hartree-Fock (HF), a ratio of 1.11. For H₁₂ the values are 206 and 136, a ratio of 1.52. The excess is larger for the longer chain.

HF reduces the overpolarization but does not remove it. For H₁₂, CCSD in the same basis gives 102 a.u., so HF lies 33% above CCSD and local exchange 102% above. CCSD is a correlated reference here, not an exact result: it omits higher excitations. These numbers are also not converged in the basis, which has no p functions. In cc-pVDZ the H₁₂ values become 137 (HF), 217 (local exchange) and 122 (CCSD), so HF lies 12% and local exchange 78% above CCSD, and the ratio of local exchange to HF is 1.58. The ordering survives; the percentages do not.

**Q.** I was told that exact exchange builds a potential opposing the field. Does that happen inside HF?

**A.** No. The field-induced change of the HF exchange operator helps the field. To show this I use atomic units, real orbitals, a closed shell and a weak static field F that adds +Fx to each electron's energy. The symbol δ means a derivative with respect to F at F = 0, so

α = −∫ x δn dx.

I write one coordinate; in three dimensions the argument is the same. Let i label occupied and a empty orbitals, and let w > 0 be the electron repulsion. The exchange operator follows from the spin-summed density matrix P:

K(x,x′) = −½ P(x,x′) w(x−x′).

The field mixes empty orbitals into occupied ones, δφ_i = Σ_a U_ia φ_a. Two electrons per orbital give

δP(x,x′) = 2 Σ_ia U_ia [φ_a(x)φ_i(x′) + φ_i(x)φ_a(x′)].

To second order in the field, the energy divided by F² is the minimum over U of

E₂ = 2 Σ_ia (ε_a−ε_i) U_ia² + 4 Σ_ia U_ia x_ia + ½∬ δn w δn − ¼∬ (δP)² w.

The terms are the cost of mixing, the field energy, the Hartree energy and the exchange energy. Setting ∂E₂/∂U_ia = 0 and dividing by 4 gives the coupled HF response equation,

(ε_a−ε_i) U_ia + ⟨a|x + δv_H + δK|i⟩ = 0.

At the minimum of a quadratic plus a linear form, the value is half the linear term. Hence E₂ = 2 Σ U_ia x_ia. Since α = −4 Σ U_ia x_ia, this means E₂ = −α/2.

Now freeze K at its field-free form. This deletes the last term of E₂, which is never positive. E₂ then rises for every U with δP ≠ 0, so its minimum rises and α falls. The argument requires a stable HF solution, so that E₂ has a minimum. The same sign appears in

tr(δP δK) = −½∬ (δP)² w < 0.

**Q.** Can you put numbers on that?

**A.** I use a model in which a local exact-exchange potential can also be computed accurately. Six two-electron units lie on a line, with the same bonds and gaps. All charges interact through w(u) = 1/√(u²+1), in atomic units, with the sign set by the charges. HF gives α = 184.5 a.u.; with K frozen it gives 70.7. The responding exchange operator therefore adds 113.8.

The resistance is already present before the field acts. The nonlocal K separates occupied from empty levels, which raises the cost term in E₂. The HF orbital gap is about 0.47 hartree, against 0.131 with local exchange. The lowest empty HF level is barely bound, so the third digit of the gap depends on the box size (0.470 or 0.469); the frozen-K value 70.7 does not.

**Q.** Then where does the counteracting potential come from?

**A.** It appears when exact exchange must be represented by a multiplicative potential. The optimized effective potential (OEP) is the local potential whose orbitals minimize the HF energy expression. Its one-electron Hamiltonian is h_s, with exchange potential v_x. The Fock operator built from its orbitals is h_s + M, where

M = K − v_x.

Change the local potential by a small function η(x). The mixing amplitudes are η_ia/(ε_i−ε_a), now with OEP levels. Because h_s has no occupied-empty elements, the energy change is

ΔE = tr[(h_s+M)ΔP] = 4 Σ_ia M_ia η_ia/(ε_i−ε_a).

This must vanish for every η, so

χ_s[M](x) ≡ 4 Σ_ia φ_i(x)φ_a(x) M_ia/(ε_i−ε_a) = 0.

Here χ_s[O] is the first-order density response of the OEP orbitals to an operator O. For a local potential I write χ_s v.

The condition holds at every field strength, so I can differentiate it. Part of the change comes from δM = δK − δv_x. The rest comes from the change of the orbitals and levels under the total local perturbation δv_s = x + δv_H + δv_x, with M held fixed. Therefore

χ_s[δK] − χ_s δv_x + n⁽²⁾[δv_s,M] = 0,

or

χ_s δv_x = χ_s[δK] + n⁽²⁾[δv_s,M].

The last term is the mixed second derivative of the density with respect to the strengths of δv_s and M. The exchange response is thus a sum, δv_x = δv_K + δv_M. The first part represents the changing exchange operator. The second comes from M, which contains the level separation that HF has and the local Hamiltonian lacks. The identity was tested against separate self-consistent solutions in the field; the density-weighted mismatch is 0.07% of δv_x.

**Q.** Why should the second part oppose the field?

**A.** Multiply each part by δn = χ_s δv_s and integrate. A negative result means that the potential favours the density change the field produces. With Y_ia = ⟨a|δv_s|i⟩/(ε_i−ε_a), and because χ_s is symmetric,

∫ δn δv_K dx = ∫ δv_s χ_s[δK] dx = 4 Σ_ia Y_ia δK_ia = tr(δP δK) < 0.

This is the HF sign again, with δP now built from Y.

For the other part, let E(λ,μ) be twice the sum of occupied levels of h_s + λM + μδv_s. First-order perturbation theory gives ∂E/∂μ = ∫δv_s n dx and ∂E/∂λ = tr(MP). The third derivative ∂³E/∂λ∂μ² can be taken in either order, so

∫ δn δv_M dx = ∫ δv_s n⁽²⁾ dx = tr(M P⁽²⁾), with P⁽²⁾ = ∂²P/∂μ².

The diagonal blocks of P⁽²⁾ follow from the projector p = P/2 = p₀ + μp₁ + ½μ²p₂. At order μ², the condition p² = p reads

½p₂ = ½(p₀p₂ + p₂p₀) + p₁².

In the empty block p₀ = 0, so p₂ = 2p₁² = 2YᵀY. In the occupied block p₀ = 1, so ½p₂ = p₂ + p₁² and p₂ = −2YYᵀ. Restoring the factor 2 for spin,

tr(M P⁽²⁾) = 4 tr(Y M_vv Yᵀ) − 4 tr(Yᵀ M_oo Y) + R.

The labels vv and oo mark the empty and occupied blocks; R collects the occupied-empty elements. Since tr(YYᵀ) = tr(YᵀY), the first two terms together are positive if every eigenvalue of M_vv lies above every eigenvalue of M_oo. That condition is sufficient, not necessary, and the sign was computed directly. In the model they give 182 a.u. out of a total of 197. Positive work means opposition to the density change.

**Q.** Does this show up as steps?

**A.** Yes. I define a step as the difference between density-weighted averages of δv_x in neighbouring cells. Between the two middle cells the applied potential rises by 5 bohr, per unit field. The exchange contributions are

δv_K: +3.52 bohr; δv_M: −5.88 bohr; sum: −2.36 bohr.

The staircase descends where the applied potential rises, and in the middle it offsets about 47% of the applied rise. The sign of an integrated work does not by itself fix the sign of a step, so the steps were computed separately.

The full exchange response is not a counteracting potential everywhere. Its work is −290 + 197 = −93 a.u., which favours the density change. Opposing steps coexist with reinforcing slopes inside the cells.

**Q.** What happens for a single H₂ unit?

**A.** There is one occupied orbital φ, and P(x,x′) = 2φ(x)φ(x′). Then

(Kφ)(x) = −φ(x)∫φ(x′)²w(x−x′)dx′ = −½v_H(x)φ(x).

Choosing v_x = −½v_H makes Mφ = 0 and satisfies the OEP condition, up to an additive constant. HF and OEP then share the same occupied orbital, and hence the same density and polarizability. The response δv_x = −½δv_H cancels the self-interaction in δv_H, and there is no neighbour to define a step.

In the opposite limit of many units without overlap, a small constant added on one unit leaves the density unchanged, provided no electron transfers. Steps then have no effect on α. They matter when neighbouring units overlap.

**Q.** Why can't a local functional make the same staircase?

**A.** For the model, the uniform gas has P = n sin(ku)/(ku), with k = πn/2 and u = x−x′. Its exchange energy per length is

e_x = −(n²/4)∫w(u)[sin(ku)/(ku)]²du = −(1/π²)∫w(u) sin²(ku)/u² du.

Since dk/dn = π/2, two derivatives give

v_x = de_x/dn = −(1/2π)∫w(u) sin(πnu)/u du,

f_x = dv_x/dn = −½∫w(u) cos(πnu)du = −K₀(πn) < 0,

where K₀ is a modified Bessel function. Thus δv_x = f_x(n)δn, and its work ∫f_x(δn)²dx is negative. Deep inside a long insulating chain, n and δn repeat from cell to cell. So does δv_x, and its cell average cannot build a staircase. Six units are not yet that limit: the middle step is +0.09 bohr, small beside −2.36.

**Q.** So the missing steps explain the overpolarization?

**A.** Not by themselves. Local exchange also gives different field-free orbitals and levels, and these contribute to the excess. How much is assigned to them and how much to the exchange response potential depends on the order in which the two are replaced; I work through one order and then quote the other. The polarizabilities are 310 a.u. for local exchange, 184.4 for OEP and 184.5 for HF. The OEP condition does not guarantee so close an agreement with HF, because it cancels only the first-order density response to M; higher orders in M and the self-consistent readjustment of the Fock operator are left out.

Keep the OEP orbitals and levels, but replace the exact exchange response by f_x. The result is 194.6 a.u. Along this route the excess of local exchange over OEP divides as

310.2 − 184.4 = (194.6 − 184.4) + (310.2 − 194.6) = 10.2 + 115.6 a.u.

On this route about 8% comes from the response potential and 92% from the field-free orbitals and levels. The 8% is a net figure for steps and in-cell response together; the steps alone are worth −50.6 a.u., as the next answer shows. The OEP gap is 0.176 hartree, larger than the local 0.131, but the calculation does not separate gaps from orbital shapes. In the reverse order, the local-exchange orbitals and levels are kept and f_x is replaced by the exact exchange response. This gives 315 a.u., slightly above the 310 of local exchange, so the share of the response potential is about −4%. The share is small on both routes, but its sign depends on the order, so the 8% does not measure the importance of the response potential in general.

**Q.** Then what do the steps do?

**A.** They offset much of the exact in-cell response. Since δn = χ_s(x + δv_H + δv_x), and δv_H is linear in δn, α can be divided among its sources with Hartree screening included:

α_OEP = 167.3 (field) − 50.6 (steps) + 67.7 (in-cell exchange) = 184.4 a.u.

The split between steps and in-cell exchange depends on where the cell boundaries are drawn; here they lie midway between units. Their sum does not depend on this choice: exact exchange response adds 17.1 in total. The local kernel adds 194.6 − 167.3 = 27.3 with the same orbitals. The totals differ by 10.2 a.u., small beside the excess of local exchange over OEP, although the exact one contains two large opposing parts.

HF reaches nearly the same α by another route: 70.7 with exchange frozen, plus 113.8 from δK. OEP starts at 167.3 because its local Hamiltonian lacks the HF level separation, and the steps supply part of the missing resistance.

**Q.** Can I carry this over to the real chains?

**A.** The HF sign and the OEP identity carry over to a stable, closed-shell system with a gap in a weak field. The 8% and 92% do not: no OEP calculation was made for the three-dimensional chains. The argument fails if the gap closes, if the HF solution becomes unstable, or if the field is strong enough to make the response nonlinear. The numerical output lists the cell averages of δv_x cell by cell; the steps are their differences.

Numbers as computed

```
MODEL: six two-electron units, softening 1 bohr
bond, gap, period: 2.0, 3.0, 5.0 bohr
grid spacing: 0.3333 bohr; field: 5.0e-04 a.u.
HF orbital gap: 0.4696 hartree
LDA orbital gap: 0.1305 hartree
OEP orbital gap: 0.1763 hartree
OEP energy above HF: 7.968 millihartree
model alpha, HF: 184.54 a.u.
model alpha, HF with frozen K: 70.73 a.u.
model alpha, LDA: 310.15 a.u.
model alpha, OEP: 184.42 a.u.
model alpha, OEP, finer grid: 184.41 a.u.
OEP orbitals + local kernel: 194.59 a.u.
Contributions to OEP alpha at fixed OEP orbitals:
  field with Hartree screening: 167.31 a.u.
  exchange staircase: -50.58 a.u.
  exchange inside cells: 67.67 a.u.
Cell means of dv_x/F, left to right, in bohr:
  OEP total: 5.301 3.430 1.181 -1.181 -3.430 -5.301
  from changed K: -8.825 -5.246 -1.758 1.758 5.246 8.825
  from level separation: 14.130 8.679 2.940 -2.940 -8.679 -14.130
  local exchange: -0.419 -0.152 -0.046 0.046 0.152 0.419
Step between the two middle cells, dv_x/F:
  OEP total: -2.362 bohr
  from changed K: 3.515 bohr
  from level separation: -5.879 bohr
  local exchange: 0.092 bohr
Work integral of dn*dv_x, divided by F^2:
  OEP total: -92.81 a.u.
  from changed K: -289.53 a.u.
  from level separation: 196.73 a.u.
  its occupied/empty block part: 182.43 a.u.
  local exchange: -55.00 a.u.
response identity, relative mismatch: 7.0e-04
REAL CHAINS: 6-31G, same bonds and gaps
field: 1.0e-03 a.u.
H4 alpha, HF: 30.80 a.u.
H4 alpha, LDA: 34.26 a.u.
H4 ratio LDA/HF: 1.112
H12 alpha, HF: 135.56 a.u.
H12 alpha, LDA: 206.29 a.u.
H12 ratio LDA/HF: 1.522
H12 alpha, CCSD: 101.94 a.u.
```
